Reduced energy of 1 keV argon on silicon in the ZBL model

**Question**

I am working on sputtering and have to calculate the Ziegler-Biersack-Littmark (ZBL) reduced energy for 1 keV argon striking silicon. The result is supposed to be approximately 0.014. I use

ε = a E/(Z1 Z2)

in atomic units, with the screening length

a = 0.8853/(Z1^0.23 + Z2^0.23),

and I get 0.034. Someone told me to multiply by a mass ratio. I tried M1/(M1 + M2), with argon as atom 1, and got 0.020. With a different screening length from my notes, containing the powers Z^(2/3), and the other mass ratio, I get 0.015, which is close but not the same.

Which energy belongs in the formula, and why? Where does 0.8853 come from? And what does a value as small as 0.014 say about the collision?

**Answer**

Your screening length is right, but the energy must be that of the relative motion, not the laboratory energy. The mass factor is M2/(M1 + M2), with the mass of the target in the numerator. Each of your other numbers answers a slightly different question, as shown below.

I use Hartree atomic units, in which the electron mass, the elementary charge, ħ and 4πε₀ are all 1. Atom 1 is the argon projectile (Z1 = 18, M1 = 39.948 u) and atom 2 the silicon target (Z2 = 14, M2 = 28.085 u). The target is free and initially at rest, and the collision is classical, nonrelativistic and elastic. The model treats both partners as screened nuclei; the one electron missing from an argon ion is not represented.

**The energy that belongs in the formula**

Let the projectile have speed v, so that the laboratory energy is E = M1 v²/2. The centre of mass moves with speed

V_cm = M1 v/(M1 + M2).

No external force acts on the pair, so V_cm stays constant. The kinetic energy of the centre of mass is therefore never available for pushing the two atoms together. Subtracting it from the total leaves

E_cm = M1 v²/2 − (M1 + M2) V_cm²/2

= M1 v²/2 − M1² v²/[2(M1 + M2)]

= (M1 v²/2) [1 − M1/(M1 + M2)]

= E M2/(M1 + M2).

Two limits show that the factor is the right way up. If the target is very heavy, it hardly recoils, the centre of mass is almost at rest, and E_cm approaches E. If the target is very light, the projectile carries the centre of mass along with it, and E_cm approaches E M2/M1, a small part of E.

For your collision E = 1 keV = 36.7493 hartree, and the mass factor is

M2/(M1 + M2) = 28.085/(39.948 + 28.085) = 0.41281.

Hence

E_cm = 0.41281 × 36.7493 = 15.171 hartree,

which is about 413 eV. More than half of the laboratory energy is tied up in the motion of the centre of mass.

**Where 0.8853 comes from**

The constant is the Thomas-Fermi length unit of a single neutral atom. In that model the electrons around a nucleus of charge Z are treated at each point as a uniform gas that fills all momenta up to k_F. With two spin states per cell of momentum space, the density is

n = 2 × (4π/3) k_F³/(2π)³ = k_F³/(3π²).

Let Φ(r) be the electrostatic potential. An electron of momentum k has energy k²/2 − Φ. In a neutral atom the highest occupied energy is zero, because the density goes to zero where Φ does. Thus k_F²/2 = Φ, and

n = (2Φ)^(3/2)/(3π²).

The electrons have charge density −n, so Poisson's equation outside the nucleus reads

∇²Φ = 4πn.

Write Φ = Z χ(r)/r, where χ describes the screening and χ(0) = 1. For a function of this form ∇²Φ = (Z/r) d²χ/dr². Substitution gives

(Z/r) d²χ/dr² = [4/(3π)] (2Zχ/r)^(3/2).

Multiply by r/Z and use 2^(3/2) = 2√2:

d²χ/dr² = [8√2/(3π)] Z^(1/2) χ^(3/2)/r^(1/2).

Now measure distance in a unit a_TF, r = a_TF x. The left side acquires a factor 1/a_TF² and the right side a factor 1/a_TF^(1/2). Multiplying by a_TF² leaves

d²χ/dx² = [8√2/(3π)] Z^(1/2) a_TF^(3/2) χ^(3/2)/√x.

The equation becomes free of Z and of numerical factors if the product in front of χ^(3/2)/√x is 1:

a_TF^(3/2) = [3π/(8√2)] Z^(−1/2).

Raising both sides to the power 2/3, and noting that [3π/(8√2)]² = 9π²/128, gives

a_TF = (9π²/128)^(1/3) Z^(−1/3) = 0.88534 Z^(−1/3) bohr.

This constant can be checked by counting electrons. Gauss's law says that −r² dΦ/dr equals the net charge inside r, which is Z − N if N electrons are enclosed. With Φ = Zχ/r this becomes

N = Z (1 − χ + x dχ/dx).

The same N must follow from integrating 4πr²n over the radius. That integral scales as a_TF^(3/2) for a given χ(x), whereas the Gauss expression does not contain a_TF, so a wrong constant would spoil the agreement. For Z = 14 and x < 4 both routes give 10.4135 electrons.

**From one atom to two**

A collision involves two electron clouds, and Thomas-Fermi theory for one atom does not say how to combine them into one length. The ZBL model keeps the constant 0.88534 and sets

a = 0.88534/(Z1^0.23 + Z2^0.23).

The exponent 0.23 is an empirical choice, made together with the screening function below. It is part of the definition of the model and cannot be derived from the argument above. The numbers are

18^0.23 + 14^0.23 = 1.94407 + 1.83489 = 3.77896,

a = 0.88534/3.77896 = 0.2343 bohr.

**The reduced energy**

The definition is

ε = a E_cm/(Z1 Z2).

Here a is a length, and Z1 Z2 divided by a length is an energy in atomic units, so ε has no dimension. With Z1 Z2 = 252,

ε = 0.23428 × 15.1706/252 = 0.0141.

This is the value of approximately 0.014 that you were asked to obtain.

For repeated use, collect the constants. One keV is 36.7493 hartree, so with E in keV

ε = C M2 E/[Z1 Z2 (M1 + M2)(Z1^0.23 + Z2^0.23)],

C = 0.88534 × 36.7493 = 32.536 per keV.

For your case this gives

ε = 32.536 × 0.41281/(252 × 3.77896) = 13.431/952.30 = 0.0141.

The masses enter as a ratio, so they may stay in atomic mass units. In SI units the definition reads ε = 4πε₀ a E_cm/(Z1 Z2 e²), and evaluating it that way gives the same number.

**What your other three numbers mean**

Your 0.034 comes from using E in place of E_cm. It is too large by the factor (M1 + M2)/M2 = 1/0.41281 = 2.42. It would be correct if the silicon nucleus kept its charge but were infinitely heavy, since then no energy would go into motion of the centre of mass.

Your 0.020 comes from exchanging the masses. Both a and Z1 Z2 are unchanged when the two atoms trade places, but E_cm is not. The number is therefore the correct reduced energy for the reverse experiment, a 1 keV silicon projectile striking an argon atom at rest. It exceeds the value for argon on silicon by the factor M1/M2 = 39.948/28.085 = 1.42.

Your 0.015 uses the right energy and the Lindhard screening length,

a_L = 0.88534/(Z1^(2/3) + Z2^(2/3))^(1/2) = 0.2487 bohr.

This is about 6% longer than the ZBL length, and ε, being proportional to the length, rises by the same 6% to 0.0150. That is a different convention and not an arithmetical error. A reduced energy has to be used with the screening function that was built for its length, so the Lindhard value should not be inserted into ZBL formulas.

**Why this combination and no other**

The reason for defining ε appears when one works out the deflection. The ZBL interaction energy is

U(r) = (Z1 Z2/r) φ(r/a),

with the universal screening function

φ(x) = 0.1818 exp(−3.2x) + 0.5099 exp(−0.9423x) + 0.2802 exp(−0.4029x) + 0.02817 exp(−0.2016x).

The coefficients are fitted and rounded; they add up to 1.00007, which is 1 for every purpose here.

The relative motion is that of one particle with the reduced mass μ = M1 M2/(M1 + M2) and initial speed v. Its initial energy is μv²/2 = E M2/(M1 + M2), which is E_cm again. Let b be the impact parameter, the distance by which the atoms would miss each other without any force, and let α be the polar angle of the separation vector. A dot denotes a time derivative. Conservation of energy and of angular momentum read

μ(ṙ² + r² α̇²)/2 + U(r) = E_cm,

r² |α̇| = v b.

The second equation gives μ r² α̇²/2 = μ v² b²/(2r²) = E_cm b²/r². Put this into the first, and divide by E_cm = μv²/2:

ṙ² = v² [1 − U(r)/E_cm − b²/r²].

Now use x = r/a and β = b/a. The last term becomes β²/x², and the middle term becomes

U/E_cm = Z1 Z2 φ(x)/(a x E_cm) = φ(x)/(εx).

So the bracket is

g(x) = 1 − φ(x)/(εx) − β²/x².

The angle swept per unit of distance is |α̇|/|ṙ| = (b/r²)/√g. In reduced variables b dr/r² = β dx/x², since the factors of a cancel. The atoms approach from infinity to the outermost zero x0 of g and then separate along the mirror image of the same path, which doubles the swept angle. An undeflected particle sweeps π in total. The deflection in the centre-of-mass frame is therefore

θ = π − 2β ∫ dx/[x² √g(x)], taken from x0 to infinity.

As a check on the sign, switch the force off, φ = 0. Then x0 = β, and the substitution u = β/x turns β times the integral into the integral of du/√(1 − u²) from 0 to 1, which is π/2. The deflection is zero, as it must be.

Charges, masses and energy have disappeared from θ except through ε and β. Within the ZBL model, which gives every pair the same φ, two different pairs of atoms with equal ε and equal b/a are deflected by equal angles in the centre-of-mass frame. Real pairs obey this only as far as their interaction follows the universal φ. This is what makes ε more useful than the energy in keV.

The statement can be tested without the reduced equations, by solving Newton's equations for both atoms in the laboratory frame. For argon on silicon at b = 2a the trajectory gives θ = 1.969 rad, in agreement with the integral. Take next a model pair with round parameters, charges 10 and 30 and masses 20 u and 65 u. At 1 keV its reduced energy is 0.0213, and at b = 2a it is deflected by 1.798 rad. When its laboratory energy is lowered to 24.278 hartree, its ε equals that of argon on silicon, and the deflection becomes 1.969 rad as well. Equal reduced energies gave equal angles here; equal laboratory energies did not.

**What a value of 0.014 says**

Consider a head-on collision, b = 0. If the nuclei were bare, they would stop approaching when the Coulomb energy Z1 Z2/d used up E_cm, so

d = Z1 Z2/E_cm = 252/15.1706 = 16.61 bohr.

Comparison with the definition of ε shows that

ε = a/d.

The reduced energy is thus the screening length divided by the distance of closest approach of the bare nuclei. Here d is about 71 times a. Bare nuclei would turn back at a distance where, in the real collision, the electrons have already removed nearly all of the repulsion. The atoms must come much closer before they stop.

How much closer follows from g(x0) = 0 with β = 0:

φ(x0)/x0 = ε.

The left side falls steadily as x grows, because φ decreases and 1/x decreases, so there is one solution. Numerically it is x0 = 4.523, and the closest approach is

r_min = a x0 = 0.23428 × 4.5232 = 1.060 bohr, or about 0.56 Å.

The trajectory in the laboratory frame gives the same distance. Since x0 = φ(x0)/ε and a/ε = d, one can also write

r_min = d φ(x0) = 16.611 × 0.06379 = 1.060 bohr.

This form shows the effect of screening directly. In the ZBL model the interaction at the turning point is about 6% of the bare Coulomb energy at that distance, and the closest approach is shorter than the bare value by the same factor. Compared with this model, the bare Coulomb law puts the turning point about 16 times too far out.

**Limits in energy**

The length a does not depend on the energy, so ε is proportional to E for a given pair. For argon on silicon ε = 1 is reached at 1/0.0141 keV, about 71 keV. There d = a: in a head-on collision, bare nuclei would stop one screening length apart.

For ε much larger than 1 the head-on turning point lies at small x, where φ is close to 1. The condition φ(x0)/x0 = ε then gives x0 ≈ 1/ε, that is, r_min ≈ d. The nuclei penetrate well inside the screening clouds and head-on collisions become Coulomb collisions. Distant collisions at the same energy remain screened, since for them x is never small.

For very small ε the turning point moves to large x, where the slowest exponential in φ dominates. Taking the logarithm of 0.02817 exp(−0.2016 x0)/x0 = ε gives

0.2016 x0 + ln x0 = ln(0.02817/ε).

As ε goes to zero, x0 grows to leading order as ln(1/ε)/0.2016, so a large reduction in energy increases the distance only slowly. The leading term alone is still a poor estimate for argon on silicon at 10 eV, where it gives 44 while the full condition φ(x0)/x0 = ε gives x0 = 14.9. The main reason is that ln x0 and ln 0.02817 are not small beside ln(1/ε). Your collision is not yet in the regime where the slowest exponential dominates. With x0 = 4.523 the left side is about 2.4, while the right side is about 0.7, so the faster exponentials still matter.

**How far the number can be trusted**

As a value of a defined quantity, ε = 0.0141 is limited only by its inputs. The masses used here are averages over the natural isotopes; for argon-40 striking silicon-30, for example, ε is 0.0146. What it predicts about a real collision is limited by the model. The function φ is one fit for all pairs of atoms, and the interaction of a particular pair departs from it, so the digits given above for r_min and θ describe the model and not the real argon-silicon pair. It is positive and falls steadily with distance, so U falls steadily too: the force is repulsive everywhere, and chemical attraction is absent. The charge of the ion is not included either. Energy given to electrons is left out as well.

In a solid there is a further condition: the projectile should deal with one target atom at a time. As the energy falls, x0 rises, and the region in which the atoms repel each other appreciably takes up more of the space between neighbours. At low enough energies several atoms push on the projectile together. One can still calculate ε then, but a sequence of separate two-body deflections no longer describes the motion.

The numerical output below lists the main values, several of them in more digits.

Computed values

```
Projectile and target atomic numbers: 18, 14
Argon mass: 39.948 u
Silicon mass: 28.085 u
Laboratory energy, 1 keV: 36.7493 hartree
Mass factor M2/(M1+M2): 0.41281
Centre-of-mass energy: 15.1706 hartree
Centre-of-mass energy: 412.81 eV
Thomas-Fermi constant: 0.88534
TF electrons in x<4, Z=14, by density: 10.413497
TF electrons in x<4, Z=14, by Gauss: 10.413497
Z1^0.23: 1.94407
Z2^0.23: 1.83489
Sum of the two powers: 3.77896
ZBL screening length a: 0.23428 bohr
Charge product Z1*Z2: 252
Prefactor C of practical formula: 32.536 per keV
REDUCED ENERGY eps: 0.014104
Reduced energy evaluated in SI: 0.014104
Sum of universal-function coefficients: 1.00007
Unscreened head-on distance d: 16.611 bohr
Reduced closest approach x0, head-on: 4.5232
Closest approach from x0: 1.05970 bohr
Closest approach from trajectory: 1.05970 bohr
Screening function at x0: 0.06379
Angle at b=2a, integral: 1.96941 rad
Angle at b=2a, trajectory: 1.96941 rad
Model pair Z1, Z2: 10, 30
Model pair masses: 20.0, 65.0 u
Model pair eps at 1 keV: 0.021349
Model pair energy for equal eps: 24.2781 hartree
Model pair angle, equal eps: 1.96941 rad
Model pair angle, 1 keV: 1.79837 rad
Slip, laboratory energy used: 0.034165
Slip, masses exchanged: 0.020061
Lindhard screening length: 0.24866 bohr
Reduced energy with Lindhard length: 0.014969
```
